\section*{Resonance Parameters from Box Levels: Averaged Density and Complex Continuation}

\section{Definitions and conventions}

A particle moves in one s-wave channel, in atomic units with $\hbar=m=1$. Its radial function obeys
\begin{equation}
-\tfrac12u''(r)+V(r)u(r)=Eu(r),\qquad u(0)=0,\qquad E=\tfrac12k^2 .
\end{equation}
A prime on $u$ means $d/dr$. On $k$ and on phases it means $d/dE$, so $dE=k\,dk$ gives $k'=1/k$. Beyond the range of $V$, $u\propto\sin(kr+\delta)$ and $S=e^{2i\delta}$.

The potential is assumed to be negligible at every box size used. It supports one narrow resonance, a simple pole of $S$ at
\begin{equation}
E_p=E_r-\tfrac{i}{2}\Gamma .
\end{equation}
Near this pole we write
\begin{equation}
S=e^{2i\delta_b}\frac{E-E_p^*}{E-E_p},\qquad
\delta=\delta_b+\delta_r,\qquad
\tan\delta_r=\frac{\Gamma/2}{E_r-E},
\label{eq:bw}
\end{equation}
where the background phase $\delta_b$ varies little over an energy $\Gamma$. Differentiating the tangent gives $\delta_r'(1+\tan^2\delta_r)=(\Gamma/2)/(E_r-E)^2$, hence
\begin{equation}
\delta_r'=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4}.
\label{eq:lor}
\end{equation}
Its integral over all energies is $\pi$.

A hard wall at $r=L$ makes the spectrum discrete. The curves $E_j(L)$ form the stabilisation diagram. The task is to obtain $E_r$ and $\Gamma$ from them.

\section{What a single level knows}

The wall requires $\sin(kL+\delta)=0$, that is,
\begin{equation}
kL+\delta(E)=n\pi .
\label{eq:quant}
\end{equation}
Along one level $n$ is fixed. Differentiating with respect to $L$ gives
\begin{equation}
k+(Lk'+\delta')\frac{dE}{dL}=0
\quad\Longrightarrow\quad
\frac{dE}{dL}=-\frac{k}{\delta'+Lk'} .
\label{eq:slope}
\end{equation}
Enlarging the box enlarges the space of trial functions, so no level can rise. The slope is also nonzero for $k>0$, so each level falls strictly and $\delta'+Lk'>0$. Near $E_r$ the derivative $\delta'$ is large and the level is nearly flat: this is a plateau.

\section{The averaged level density}

For each $E$, average over box sizes in a window of length $\Delta L$ centred at $L_c$:
\begin{equation}
\langle\rho\rangle(E)=\frac1{\Delta L}\int_{L_c-\Delta L/2}^{L_c+\Delta L/2}
\sum_j\delta_D\bigl(E-E_j(L)\bigr)\,dL ,
\end{equation}
where $\delta_D$ is the delta function. A level that equals $E$ at $L=L_n$ contributes $|dE_j/dL|^{-1}$ there. By \eqref{eq:slope},
\begin{equation}
\langle\rho\rangle=\frac1{\Delta L}\sum_{n}\frac{\delta'+L_nk'}{k}
=\frac{N\pi}{k\Delta L}\,\frac{\delta'+k'\bar L}{\pi},
\label{eq:general}
\end{equation}
where $N$ is the number of crossings in the window and $\bar L$ is the mean of their $L_n$.

At fixed energy, \eqref{eq:quant} gives $L_n=(n\pi-\delta)/k$, with equal spacing $\pi/k$. Choose a half-open window commensurate with this spacing,
\begin{equation}
\Delta L(E)=\frac{M\pi}{k(E)},\qquad M=1,2,\ldots
\end{equation}
It contains $N=M$ crossings, the prefactor in \eqref{eq:general} is one, and
\begin{equation}
\langle\rho\rangle=\frac{\delta'+k'\bar L}{\pi}.
\label{eq:main}
\end{equation}

\subsection{Error from the finite window}

Let the first crossing lie a distance $t\pi/k$ above the lower edge, with $0\le t<1$. The mean is then
\begin{equation}
\bar L=L_c-\frac{M\pi}{2k}+\frac{t\pi}{k}+\frac{(M-1)\pi}{2k}
=L_c+\Bigl(t-\frac12\Bigr)\frac{\pi}{k}.
\end{equation}
Replacing $\bar L$ by $L_c$ in \eqref{eq:main} therefore changes the density by at most
\begin{equation}
\frac{k'}{\pi}\,\frac{\pi}{2k}=\frac1{2k^2}.
\label{eq:saw}
\end{equation}
As $E$ varies, $t$ sweeps through its range and jumps, which produces a sawtooth. The bound does not contain $M$: in this one-channel problem a longer commensurate window does not reduce it. Since the crossings are known, the sawtooth can be removed:
\begin{equation}
\rho_c=\langle\rho\rangle-\frac{k'(\bar L-L_c)}{\pi}
=\frac{\delta'+k'L_c}{\pi}.
\label{eq:corr}
\end{equation}

If $\Delta L$ is not a whole number of spacings, $N$ is one of the two integers adjacent to $k\Delta L/\pi$. The prefactor in \eqref{eq:general} then differs from one, and it can switch within the resonance, where $\delta$ changes rapidly and moves crossings through the window edges. This error multiplies the peak itself, so it can be much larger than \eqref{eq:saw}.

\subsection{The fit}

Equations \eqref{eq:lor} and \eqref{eq:main} lead to the fitting form
\begin{equation}
\rho_{\rm fit}=\frac1\pi\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4}
+b_0+b_1(E-E_r).
\end{equation}
The peak has unit area because $\delta_r$ rises by $\pi$: the resonance adds one level. The linear terms represent $(\delta_b'+k'L_c)/\pi$ over the fitted interval. The form fails when this background varies strongly over a width, or when another resonance overlaps the first.

\section{One avoided crossing}

\subsection{A width from the smallest gap}

Set $\varphi=kL+\delta_b$ and $x=E-E_r$. Condition \eqref{eq:quant} reads $\varphi+\delta_r=n\pi$, so $\tan\varphi=-\tan\delta_r=\Gamma/(2x)$. Let
\begin{equation}
b=\frac1\pi\frac{\partial\varphi}{\partial E}=\frac{\delta_b'+Lk'}{\pi}
\end{equation}
be the background level density. Treat it as constant across the crossing and write $\varphi=m\pi+\eta+\pi bx$, where $m$ is an integer and $\eta$ changes with $L$. The levels satisfy
\begin{equation}
x\tan(\eta+\pi bx)=\frac{\Gamma}{2}.
\label{eq:cross}
\end{equation}
At $\eta=0$ this is even in $x$, so the two levels nearest $E_r$ lie at $x=\pm g/2$.

This is where the gap is smallest. Equation \eqref{eq:quant} gives $dx/d\eta=-1/D(x)$, with $D=\pi b+\delta_r'$. For $\eta>0$ both levels have moved down, so the upper one is nearer to $x=0$ and has the larger $D$. The gap then changes at the rate $1/D(x_-)-1/D(x_+)>0$. The case $\eta<0$ is its mirror image. Inserting $x=g/2$ in \eqref{eq:cross} gives
\begin{equation}
\Gamma=g\tan\!\left(\frac{\pi bg}{2}\right)
\simeq\frac{\pi bg^2}{2}\qquad(\pi bg\ll1).
\label{eq:gap}
\end{equation}
With coupling $v=g/2$, the last form is the golden rule $\Gamma=2\pi v^2b$.

\subsection{Where the continued level goes}

For complex $L$ the box condition remains
\begin{equation}
W\equiv e^{2ik(E)L}=\frac1{S(E)} .
\label{eq:W}
\end{equation}
One might look for the resonance at a finite complex $L$ where $dE/dL=0$. For a hard wall beyond the potential there is no such point on the resonance branch. With $k\ne0$, \eqref{eq:slope} requires $\delta'=(dS/dE)/(2iS)$ to diverge, as it does at a pole or a zero of $S$. There $1/S$ is zero or infinite, but $e^{2ikL}$ is neither at finite $L$.

The pole is instead reached as $\operatorname{Im}L\to+\infty$, where $W\to0$. Since the pole is simple, $1/S=c(E-E_p)+\cdots$ with $c\ne0$, and inversion gives
\begin{equation}
E=E_p+\frac{W}{c}+O(W^2).
\label{eq:series}
\end{equation}
Thus $E$ is an analytic function of $W$ near zero, and its value at $W=0$ is the pole. At large $\operatorname{Im}L$ the distance $E-E_p$ is proportional to $e^{2ik_pL}$, where $k_p=\sqrt{2E_p}$.

\subsection{Continuing real data}

The two levels have square-root branch points where they coalesce at complex $L$. Measure their energies $\epsilon_1,\epsilon_2$ from a fixed reference and form
\begin{equation}
s=\epsilon_1+\epsilon_2,\qquad p=\epsilon_1\epsilon_2,\qquad
\epsilon=\frac s2\pm\sqrt{\frac{s^2}{4}-p}.
\end{equation}
A circuit around such a branch point exchanges the levels but leaves $s$ and $p$ unchanged. Both are bounded there, so they are analytic. They are interpolated by Chebyshev polynomials on real $L$, evaluated at complex $L$, and the quadratic is solved. Above the pair's own branch point, the root with the smaller $|\operatorname{Im}E|$ is the resonance branch. Only this one of the two levels tends to the pole.

Branch points shared with other levels remain, near the neighbouring crossings a distance of about $\pi/k$ away. Let the real interval have half-length $h$, and let $z$ be the displacement from its centre divided by $h$. An interpolation of degree $d$ has a truncation error that scales as $(R/R_s)^d$, where $R=|z+\sqrt{z^2-1}|$, with the root chosen so that $R>1$, and $R_s$ is the same quantity at the nearest singularity. Errors in the data are amplified roughly as $R^d$. For $R<R_s$, raising $d$ reduces the first error and increases the second. For $R>R_s$ the interpolation does not converge.

\subsection{Error of the extrapolation to the pole}

Take $\delta_b$ constant in \eqref{eq:bw} and set $w=We^{2i\delta_b}$. Then
\begin{align}
E-E_p&=w(E-E_p^*)
=w(E-E_p)+w(E_p-E_p^*),\\
E-E_p&=-i\Gamma\frac{w}{1-w}
=-i\Gamma\left(\frac1{1-w}-1\right),
\label{eq:mobius}
\end{align}
because $E_p-E_p^*=-i\Gamma$. Let $q(w)$ be the cubic that interpolates $1/(1-w)$ at four points $w_i$. The quartic $(1-w)q(w)-1$ vanishes at these points, so it equals $-C\prod_i(w-w_i)$. Setting $w=1$ gives $C=1/\prod_i(1-w_i)$. Setting $w=0$ gives
\begin{equation}
q(0)=1-\prod_{i=1}^4\frac{w_i}{1-w_i}.
\end{equation}
By \eqref{eq:mobius}, the extrapolated energy is $E_p+i\Gamma\prod_i w_i/(1-w_i)$. For real positive $w_i$, as at the centre of the crossing in this model, the relative width error is
\begin{equation}
\frac{\Delta\Gamma}{\Gamma}=-2\prod_{i=1}^4\frac{w_i}{1-w_i}.
\label{eq:exterr}
\end{equation}

\section{Computing the levels}

In the basis $\sqrt{2/L}\,\sin(n\pi r/L)$ the kinetic matrix is diagonal, with entries $(n\pi/L)^2/2$. The identity $2\sin\alpha\sin\beta=\cos(\alpha-\beta)-\cos(\alpha+\beta)$ gives
\begin{equation}
V_{mn}=\frac{C_{|m-n|}-C_{m+n}}{L},\qquad
C_j=\int_0^LV(r)\cos\frac{j\pi r}{L}\,dr .
\end{equation}
For $V=V_0r^2e^{-r}$, write the cosine as half the sum of two exponentials. With $\sigma=1\mp ij\pi/L$, two integrations by parts give
\begin{equation}
\int_0^Lr^2e^{-\sigma r}dr=\frac2{\sigma^3}
-e^{-\sigma L}\left(\frac{L^2}{\sigma}+\frac{2L}{\sigma^2}+\frac2{\sigma^3}\right).
\end{equation}
The matrix is analytic in $L$ and can also be diagonalised directly at complex $L$, which checks the continuation.

For the density, each falling curve $E_j(L)$ is represented by a cubic spline. Solving $E_j(L_n)=E$ gives the crossing, and the spline derivative gives its weight.

\section{Worked example}

Take $V_0=7.5$ hartree/bohr$^2$. The barrier top is at 4.060 hartree. The diagram has 401 box sizes from 20 to 28 bohr, and the basis has 150 functions. The density is fitted from 3.20 to 3.65 hartree, with $L_c=24$ bohr and $M=6$. At the resonance the window is 7.20 bohr long.

\subsection{Density results}

At $E=3.430$ hartree, $k=\sqrt{2E}=2.619$ bohr$^{-1}$. Direct integration of the radial equation gives $\delta'=72.59$ hartree$^{-1}$, and the crossings give $\bar L=24.143$ bohr. Equation \eqref{eq:main} yields
\begin{equation}
\langle\rho\rangle=\frac{72.59+24.143/2.619}{\pi}=26.04\ \text{hartree}^{-1},
\end{equation}
in agreement with the density from the level slopes. The program tests this equality at five energies.

The reference pole, from complex scaling, is $E_r=3.426390$ and $\Gamma=0.025549$ hartree. An outgoing-wave condition on the integrated radial solution gives the same printed digits. The density fits give, in hartree:
\begin{center}
\begin{tabular}{lccc}
Window & $E_r$ & $\Gamma$ & error in $\Gamma$\\
$M=6$ & 3.42638 & 0.02548 & $-0.28\%$\\
$M=6$, sawtooth removed & 3.42639 & 0.02555 & $+0.004\%$\\
$M=1$ & 3.42640 & 0.02562 & $+0.28\%$\\
fixed length & 3.42794 & 0.02440 & $-4.5\%$
\end{tabular}
\end{center}
Removing the sawtooth removes nearly all of the $M=6$ width error, which identifies its main source. The $M=1$ error has the same size, consistent with a bound independent of $M$. With the peak area left free, the $M=6$ fit gives 0.994 levels.

The fixed window is 5.5 spacings long at the fitted resonance energy and holds five or six crossings. Its prefactor there is $5/5.5=0.91$ or $6/5.5=1.09$. It changes the density by up to 2.54 hartree$^{-1}$, whereas the sawtooth bound is at most 0.078 hartree$^{-1}$ in the fitted interval. It also shifts $E_r$ by 0.00155 hartree, about 6\% of $\Gamma$. These errors depend on where the window sits: moving $L_c$ across one spacing gives width errors between about $-12\%$ and $+14\%$, while the $M=1$ and $M=6$ errors stay within $\pm0.29\%$. Since $N$ and $\bar L$ are known, the prefactor in \eqref{eq:general} can be divided out and the sawtooth removed as in \eqref{eq:corr}; the fixed window then also gives a width error of $+0.004\%$.

\subsection{Avoided-crossing results}

The selected crossing is at $L=21.863$ bohr, with $g=0.076404$ hartree. The $M=6$ fit gives $b_0=2.9584$ hartree$^{-1}$ at $L_c$. Since $\partial b/\partial L=k'/\pi=1/(\pi k)$ and $k=2.618$ bohr$^{-1}$ at $E_r$,
\begin{equation}
b=2.9584+\frac{21.863-24}{\pi(2.618)}=2.699\ \text{hartree}^{-1}.
\end{equation}
Then $\pi bg/2=0.3239$, and \eqref{eq:gap} gives $\Gamma=0.02565$ hartree, an error of $+0.39\%$. Most of this error comes from $b_0$, which the sawtooth biases upward. The sawtooth-free fit gives $b_0=2.951$ and $b=2.691$ hartree$^{-1}$, which reduces the error to $+0.08\%$. Taking $\delta_b'=\delta'(E_r)-2/\Gamma=0.096$ hartree$^{-1}$ from the integrated phase and the reference pole gives $b=2.689$ hartree$^{-1}$ and an error near $0.001\%$. The golden-rule form gives 0.02475 hartree, about 3\% too small, because the argument of the tangent is not very small.

For continuation, $h=0.6$ bohr and $d=16$. The neighbouring crossings are about 1.2 bohr away, so $R_s\approx2+\sqrt3=3.73$ if the imaginary offset of their branch points is neglected. At $\operatorname{Im}L=0.6$ bohr, $R=1+\sqrt2=2.41$. The truncation factor is then about $10^{-3}$, before its prefactor, and errors in the levels can be amplified by a factor approaching $10^6$ in the worst case. Accurate levels are therefore essential. The truncation factor is only a rough guide: the actual error at $\operatorname{Im}L=0.6$ bohr falls from about $2\times10^{-4}$ hartree at $d=6$ to $2\times10^{-7}$ hartree at $d=16$, a factor near 0.5 per degree, faster over this range than $R/R_s\approx0.65$. The continued energies are:
\begin{center}
\begin{tabular}{ccc}
$\operatorname{Im}L$ (bohr) & $E$ (hartree) & $|W|$\\
0.36 & $3.426557-0.019627i$ & 0.2108\\
0.44 & $3.426470-0.016672i$ & 0.1320\\
0.52 & $3.426436-0.015143i$ & 0.0846\\
0.60 & $3.426418-0.014261i$ & 0.0549
\end{tabular}
\end{center}
Direct diagonalisation at the same complex $L$ gives the same printed digits. Even the last row, read as a pole, would give a width of 0.0285 hartree, about 12\% too large. Cubic extrapolation to $W=0$ gives $E_r=3.426389$ and $\Gamma=0.025537$ hartree, a width error of $-0.046\%$.

Equation \eqref{eq:exterr}, with $w_i$ replaced by the printed $|W_i|$, predicts
\begin{equation}
-2(0.2671)(0.1521)(0.0924)(0.0581)=-4.4\times10^{-4},
\end{equation}
or $-0.044\%$. The extrapolation thus accounts for most of the remaining error. Between $\operatorname{Im}L=1.5$ and 2.0 bohr, the directly computed distance to the pole falls by a factor 0.0729, and $|e^{-k_p}|=0.0730$ is expected.

\subsection{Choosing between the methods}

The density fit uses real levels over one or more whole spacings and needs no continuation, but it depends on a smooth background, and on a commensurate window or the equivalent correction for $N$ and $\bar L$. Continuation uses one pair of levels, here over about one spacing, and needs no peak model, but it amplifies errors in those levels. Here, with the fitted interval used above, both widths agree with the reference to within 0.3\%. In other units the reference pole is $E_r=93.24$ eV and $\Gamma=0.695$ eV, with lifetime $\hbar/\Gamma=0.947$ fs.

\section*{Values computed for the example and the checks}
\begin{verbatim}
V0 = 7.5 hartree/bohr^2, barrier top = 4.0601 hartree
basis functions: 150; box sizes: 401 from 20 to 28 bohr
window centre = 24.0 bohr, M = 6
energy range = 3.20 to 3.65 hartree, 226 points
window length at E_r = 7.2006 bohr
E (hartree) | mean L_n (bohr) | density, density from phase, delta' (1/hartree)
3.250 | 24.2693 | 3.1542, 3.1542, 0.3899
3.350 | 23.8677 | 3.6275, 3.6275, 2.1753
3.420 | 24.4617 | 22.9366, 22.9365, 62.7041
3.430 | 24.1434 | 26.0405, 26.0404, 72.5905
3.550 | 24.4571 | 3.2416, 3.2416, 1.0053
largest sawtooth bound 1/(2k^2) = 0.0781 1/hartree
M=6 fit: E_r = 3.426379, Gamma = 0.025478 hartree
M=6 fit, sawtooth removed: E_r = 3.426390, Gamma = 0.025550 hartree
M=1 fit: E_r = 3.426399, Gamma = 0.025621 hartree
fixed-window fit: E_r = 3.427939, Gamma = 0.024398 hartree
M=6 background b0 = 2.9584 1/hartree, b1 = -0.2151 1/hartree^2
M=6 peak area when left free = 0.9944 levels
fixed window length = 6.6005 bohr, crossings 5 to 6
largest density change by fixed window = 2.536 1/hartree
avoided crossing at L = 21.86331 bohr, levels 15 and 16
pair energies = 3.387885, 3.464289 hartree
gap = 0.076404 hartree, background there = 2.6986 1/hartree
Gamma from gap: tangent 0.025648, golden rule 0.024745 hartree
continuation: half span 0.6 bohr, degree 16
Im L (bohr) | continued E | direct E (hartree) | abs(W)
0.36 | 3.426557-0.019627i | 3.426557-0.019627i | 0.2108
0.44 | 3.426470-0.016672i | 3.426470-0.016672i | 0.1320
0.52 | 3.426436-0.015143i | 3.426436-0.015143i | 0.0846
0.60 | 3.426418-0.014261i | 3.426418-0.014261i | 0.0549
continuation: E_r = 3.426389, Gamma = 0.025537 hartree
complex scaling: E_r = 3.426390, Gamma = 0.025549 hartree
outgoing wave: E_r = 3.426390, Gamma = 0.025549 hartree
Gamma error: M=6 fit -0.276 %, sawtooth removed +0.004 %
Gamma error: M=1 fit +0.283 %, fixed window -4.504 %
Gamma error: gap tangent +0.388 %, continuation -0.0464 %
distance to pole, Im L 1.5 to 2.0 bohr: factor 0.07291, expected 0.07296
pole in eV: E_r = 93.2368, Gamma = 0.69522
lifetime 1/Gamma = 0.9468 fs
\end{verbatim}
